# The SOAP kernel as a rotational average: power spectrum and bispectrum, part 1

(Sections cited here and not found follow in the second part.)

## What goes wrong with a bare overlap

A simulation code that fits energies to local atomic structure needs a number that says how alike two environments are. The smooth overlap of atomic positions (SOAP) puts a Gaussian on each neighbour of a central atom, which gives a density $\rho(\mathbf r)$ for one environment and $\rho'(\mathbf r)$ for the other, and compares them through their overlap integral. The overlap depends on how the two environments are turned against each other, while the energy of an environment does not. For the pair of environments used at the end of these notes the overlap is $1.161\ \text{Å}^3$ at one orientation, and its mean over all orientations is $1.036\ \text{Å}^3$.

Averaging the overlap over rotations removes the orientation, but it also removes every bond angle, as the first result below shows. Averaging the square or the cube keeps angular information. Done directly, this is a three-dimensional integral over rotations for each pair of environments; the numerical check uses 69120 rotations per pair. The integral can instead be done once, analytically, and it leaves a dot product of two vectors, each computed from one environment alone. The weights in that dot product are fixed by the integral. With a radial basis that is not orthonormal, the plain dot product in the example gives $0.615\ \text{Å}^6$ where the integral is $1.247\ \text{Å}^6$.

Three points about the cube are established below. The averaged cube is a dot product of two bispectra, one from each environment. It is the signed cube $S^3$, not $|S|^3$. And its value can depend on whether mirror operations are included in the average.

## Conventions

The densities are real and square-integrable, and are expanded as

$$\rho(\mathbf r)=\sum_{nlm}c_{nlm}\,g_{nl}(r)\,Y_{lm}(\hat{\mathbf r}),\qquad \int_0^\infty g_{nl}\,g_{n'l}\,r^2\,dr=\delta_{nn'} .$$

The $g_{nl}$ are real, may depend on $l$, and are complete for each $l$. The harmonics are orthonormal with Condon–Shortley phases: $Y_{lm}=\Theta_{lm}(\theta)e^{im\varphi}$ with $\Theta_{lm}$ real, $Y_{lm}^*=(-1)^mY_{l,-m}$, and $\Theta_{lm}(\pi-\theta)=(-1)^{l+m}\Theta_{lm}(\theta)$. Projection gives $c_{nlm}=\int g_{nl}Y^*_{lm}\,\rho\,d^3r$. Its complex conjugate, for real $\rho$, contains $Y_{lm}=(-1)^mY^*_{l,-m}$, so

$$c^*_{nlm}=(-1)^m c_{nl,-m}.\tag{1}$$

A rotation acts as $(R\rho)(\mathbf r)=\rho(R^{-1}\mathbf r)$, which carries an atom at $\mathbf r_i$ to $R\mathbf r_i$. The overlap and the kernels are

$$S(R)=\int\rho\,(R\rho')\,d^3r,\qquad K_\nu=\int S(R)^\nu\,dR ,$$

with a measure $dR$ of total volume 1.

## Rotation matrices and the overlap

A rotation commutes with the angular Laplacian, so it maps the $2l+1$ harmonics of one $l$ among themselves. This defines the Wigner matrix:

$$Y_{lm}(R^{-1}\hat{\mathbf r})=\sum_{m'}Y_{lm'}(\hat{\mathbf r})\,D^l_{m'm}(R).\tag{2}$$

Rotation preserves integrals over the sphere, so $D^l$ is unitary. Applying two rotations in turn gives $D^l(Q)D^l(R)=D^l(QR)$. A rotation by $\alpha$ about $z$ sends $f(\varphi)$ to $f(\varphi-\alpha)=e^{-i\alpha J_z}f$ with $J_z=-i\partial_\varphi$, and likewise for the other axes. For $R=R_z(\alpha)R_y(\beta)R_z(\gamma)$ therefore $D^l=e^{-i\alpha J_z}e^{-i\beta J_y}e^{-i\gamma J_z}$, with the standard matrices $J_z|m\rangle=m|m\rangle$ and $J_+|m\rangle=A(m)|m+1\rangle$, $A(m)=\sqrt{l(l+1)-m(m+1)}$.

Conjugate (2). The left side becomes $(-1)^mY_{l,-m}(R^{-1}\hat{\mathbf r})=(-1)^m\sum_{m'}Y_{l,-m'}D^l_{-m',-m}$, where the summation index was renamed. The right side becomes $\sum_{m'}(-1)^{m'}Y_{l,-m'}D^{l*}_{m'm}$. Comparing coefficients of $Y_{l,-m'}$,

$$D^{l*}_{m'm}=(-1)^{m-m'}D^l_{-m',-m}.\tag{3}$$

Inserting (2) in the expansion of $\rho'(R^{-1}\mathbf r)$, where $r$ is unchanged, shows that $R\rho'$ has coefficients $\sum_{m'}D^l_{mm'}c'_{nlm'}$. In the overlap, write the real $\rho$ as $\rho^*$. Angular orthonormality forces equal $l$ and $m$, and radial orthonormality then forces equal $n$:

$$S(R)=\sum_{nlmm'}c^*_{nlm}\,D^l_{mm'}(R)\,c'_{nlm'}=\sum_l S_l(R).\tag{4}$$

The part of (4) beyond any cutoff in $n$ and $l$ is bounded, by the Cauchy–Schwarz inequality and unitarity, by the product of the norms of the omitted coefficients of $\rho$ and $\rho'$. This bound does not depend on $R$ and goes to zero. The series thus converges uniformly and $S$ is bounded, so powers of the partial sums may be integrated term by term. With a cutoff, the formulas below that give $K_1$, $K_2$ and $K_3$ in terms of the coefficients hold exactly for the projected densities.

## The measure on rotations

The measure is $dR=d\alpha\,\sin\beta\,d\beta\,d\gamma/8\pi^2$, and $8\pi^2=2\pi\cdot2\cdot2\pi$ normalises it. The property needed is $\int f(QR)\,dR=\int f(R)\,dR$ for fixed $Q$.

Let $\hat{\mathbf n}=R\hat{\mathbf z}$, which has polar angle $\beta$ and azimuth $\alpha$, and let $F(\hat{\mathbf n})=R_z(\alpha)R_y(\beta)$. Then $R=F(\hat{\mathbf n})R_z(\gamma)$ and $dR=d\Omega_{\hat{\mathbf n}}\,d\gamma/8\pi^2$. The rotation $F(Q\hat{\mathbf n})^{-1}QF(\hat{\mathbf n})$ takes $\hat{\mathbf z}$ to $\hat{\mathbf n}$, then to $Q\hat{\mathbf n}$, then back to $\hat{\mathbf z}$, so it equals $R_z(\chi)$ for some $\chi(\hat{\mathbf n})$. Hence $QR=F(Q\hat{\mathbf n})R_z(\gamma+\chi(\hat{\mathbf n}))$. The map $(\hat{\mathbf n},\gamma)\to(Q\hat{\mathbf n},\gamma+\chi)$ preserves solid angle and, at fixed $\hat{\mathbf n}$, shifts a periodic angle, so its Jacobian is 1.

Rotating the first density by $Q$ turns $S(R)$ into $S(Q^{-1}R)$, so every $K_\nu$ is unchanged by it.

## The integral of two rotation matrices

For any constant $(2l+1)\times(2L+1)$ matrix $X$ define $M=\int D^l(R)\,X\,D^L(R)^\dagger\,dR$. Then $D^l(Q)MD^L(Q)^\dagger=\int D^l(QR)XD^L(QR)^\dagger dR=M$, that is $D^l(Q)M=MD^L(Q)$. Differentiating with respect to the angle of $Q$ at zero gives $J_a^{(l)}M=MJ_a^{(L)}$ for $a=x,y,z$. Applying this twice and summing over $a$ gives $l(l+1)M=L(L+1)M$, so $M=0$ for $l\ne L$.

For $l=L$, commuting with $J_z$ means $(m-m')M_{mm'}=0$, so $M$ is diagonal. Commuting with $J_+$ means $A(m)M_{mm}=M_{m+1,m+1}A(m)$ with $A(m)\neq0$ for $m<l$, so all diagonal entries are equal and $M=\lambda\mathbb 1$. This is Schur's lemma for the present case. The trace fixes $\lambda$: $(2l+1)\lambda=\int\operatorname{tr}(D XD^\dagger)\,dR=\operatorname{tr}X$. Choose $X$ with a single entry 1 at row $m'$ and column $\mu'$, so that $\operatorname{tr}X=\delta_{m'\mu'}$, and read off the element $(m,\mu)$:

$$\int D^l_{mm'}\,D^{L*}_{\mu\mu'}\,dR=\frac{\delta_{lL}\,\delta_{m\mu}\,\delta_{m'\mu'}}{2l+1}.\tag{5}$$

Since $D^0=1$, the case $L=0$ says that $D^l$ averages to zero unless $l=0$. With (4),

$$K_1=\sum_n c^*_{n00}\,c'_{n00}.$$

The coefficients $c_{n00}$ see only the spherical average of the density, which for atom-centred Gaussians depends on the neighbour distances alone. $K_1$ is blind to angles.

## The squared overlap

Because $S$ is real, $S^2=SS^*$. Use (4) for each factor, with indices $n_1l_1m_1m_1'$ and $n_2l_2m_2m_2'$:

$$K_2=\sum c^*_{n_1l_1m_1}c'_{n_1l_1m_1'}\;c_{n_2l_2m_2}c'^*_{n_2l_2m_2'}\int D^{l_1}_{m_1m_1'}D^{l_2*}_{m_2m_2'}\,dR .$$

Equation (5) sets $l_1=l_2=l$, $m_1=m_2=m$ and $m_1'=m_2'=m'$. It ties unprimed indices only to unprimed ones, so the sums over $m$ and $m'$ separate:

$$K_2=\sum_{n_1n_2l}\frac1{2l+1}\Big[\sum_m c^*_{n_1lm}c_{n_2lm}\Big]\Big[\sum_{m'}c'_{n_1lm'}c'^*_{n_2lm'}\Big].$$

Share the weight equally and define the power spectrum

$$p_{nn'l}=\frac1{\sqrt{2l+1}}\sum_m c^*_{nlm}\,c_{n'lm}.$$

The first bracket is $\sqrt{2l+1}\,p_{n_1n_2l}$ and the second is $\sqrt{2l+1}\,p'^*_{n_1n_2l}$. By (1), $\sum_mc_{nlm}c^*_{n'lm}=\sum_m(-1)^{2m}c^*_{nl,-m}c_{n'l,-m}$, which after $m\to-m$ is the sum in $p$. So $p^*=p$ and

$$K_2=\sum_{nn'l}p_{nn'l}\,p'_{nn'l}.\tag{6}$$

For complex densities, with $\rho^*$ in the overlap, the same lines give $\int|S|^2dR=\sum p\,p'^*$. If the measure is left with volume $8\pi^2$, each $p$ takes a factor $\sqrt{8\pi^2}$ and the prefactor of the $m$ sum becomes $\pi\sqrt{8/(2l+1)}$.

Under a rotation $c\to D^lc$ and $D^{l\dagger}D^l=\mathbb 1$, so $p$ is invariant. Since (5) removes all cross terms between different $l$, the share of $l$ in (6) equals $\int|S_l|^2dR$. It is never negative, and the share of $l=0$, where $S_0$ is the constant $K_1$, is $K_1^2$.

The content of $p$ follows from the addition theorem. The sum $\sum_mY_{lm}(\hat{\mathbf u})Y^*_{lm}(\hat{\mathbf v})$ is unchanged when both directions are rotated together, by (2) and unitarity. Rotate $\hat{\mathbf v}$ to $\hat{\mathbf z}$, where $Y_{lm}=\delta_{m0}\sqrt{(2l+1)/4\pi}$, and use $Y_{l0}=\sqrt{(2l+1)/4\pi}\,P_l(\cos\theta)$; the sum is $(2l+1)P_l(\hat{\mathbf u}\cdot\hat{\mathbf v})/4\pi$. Inserting the projection integrals in $p$,

$$p_{nn'l}=\frac{\sqrt{2l+1}}{4\pi}\iint\rho(\mathbf r)\rho(\mathbf r')\,g_{nl}(r)\,g_{n'l}(r')\,P_l(\hat{\mathbf r}\cdot\hat{\mathbf r}')\,d^3r\,d^3r'.$$

The power spectrum records the distribution of two distances from the centre and the angle between them.

## The integral of three rotation matrices

The product $D^{l_1}\otimes D^{l_2}$ is generated by $\mathbf J_1+\mathbf J_2$. The coupled states $|lm\rangle=\sum_{m_1m_2}|m_1m_2\rangle\langle l_1m_1l_2m_2|lm\rangle$, with $l$ from $|l_1-l_2|$ to $l_1+l_2$, form an orthonormal basis on which the total angular momentum has the standard matrices, so the rotation acts on them as $D^l$. The Clebsch–Gordan coefficients are real. Inserting the coupled basis on both sides of the rotation gives the Clebsch–Gordan series

$$D^{l_1}_{m_1m_1'}D^{l_2}_{m_2m_2'}=\sum_{lmm'}\langle l_1m_1l_2m_2|lm\rangle\langle l_1m_1'l_2m_2'|lm'\rangle\,D^l_{mm'} .$$

For a third factor, (3) with reversed index signs gives $D^{l_3}_{m_3m_3'}=(-1)^{m_3-m_3'}D^{l_3*}_{-m_3,-m_3'}$. Then (5) selects $l=l_3$, $m=-m_3$, $m'=-m_3'$:

$$\int D^{l_1}_{m_1m_1'}D^{l_2}_{m_2m_2'}D^{l_3}_{m_3m_3'}dR=\frac{(-1)^{m_3-m_3'}}{2l_3+1}\langle l_1m_1l_2m_2|l_3,-m_3\rangle\langle l_1m_1'l_2m_2'|l_3,-m_3'\rangle .$$

The Wigner $3j$ symbol is defined by

$$W_{m_1m_2m_3}\equiv\begin{pmatrix}l_1&l_2&l_3\\ m_1&m_2&m_3\end{pmatrix}=\frac{(-1)^{l_1-l_2-m_3}}{\sqrt{2l_3+1}}\langle l_1m_1l_2m_2|l_3,-m_3\rangle .$$

In a product of two such symbols the phase is $(-1)^{2(l_1-l_2)-m_3-m_3'}=(-1)^{m_3-m_3'}$, because all indices are integers. Therefore

$$\int D^{l_1}_{m_1m_1'}D^{l_2}_{m_2m_2'}D^{l_3}_{m_3m_3'}\,dR=W_{m_1m_2m_3}\,W_{m_1'm_2'm_3'} .\tag{7}$$

It vanishes unless $|l_1-l_2|\le l_3\le l_1+l_2$ and both sets of $m$ add to zero.

The symmetries of $W$ follow from (7). Write $\mathcal D=D^{l_1}\otimes D^{l_2}\otimes D^{l_3}$ and treat $W$ as a real vector. Its norm is 1, since each of the $2l_3+1$ coupled states is normalised and the definition divides by $\sqrt{2l_3+1}$. Invariance of the measure gives $\mathcal D(Q)WW^T=WW^T$, and multiplying by $W$ gives $\mathcal D(Q)W=W$. By unitarity also $W^T\mathcal D(Q)=W^T$. Conversely, a vector $X$ with $\mathcal DX=X$ for all rotations obeys $X=\int\mathcal DX\,dR=W(W^TX)$, so $W$ is the only invariant up to a factor.

Reversal of all $m$ comes from $Q=R_y(\pi)=Q^{-1}$, which sends $\theta\to\pi-\theta$ and $\varphi\to\pi-\varphi$. Then $Y_{lm}\to(-1)^{l+m}(-1)^m\Theta_{lm}e^{-im\varphi}=(-1)^lY^*_{lm}=(-1)^{l+m}Y_{l,-m}$, so $D^l_{m'm}=(-1)^{l+m}\delta_{m',-m}$. With $L=l_1+l_2+l_3$ and $m_1+m_2+m_3=0$, invariance reads

$$W_{m_1m_2m_3}=(-1)^L\,W_{-m_1,-m_2,-m_3}.\tag{8}$$

Exchange of two columns is needed for $l_2=l_3=l$. The swapped tensor $W_{m_1m_3m_2}$ is invariant, real and normalised, hence $\pm W$. To find the sign, note that the total $J_\pm$ annihilate $W$. The component of $J_+W$ with $m_1=-l_1$ receives nothing from the first factor, so $A(m_2-1)W_{-l_1,m_2-1,m_3}+A(m_3-1)W_{-l_1,m_2,m_3-1}=0$. Along the row $m_2+m_3=l_1$ the entries thus alternate strictly in sign or all vanish. They cannot all vanish, since $J_-W=0$ would then force the row $m_1=-l_1+1$ to vanish, and so on through all of $W$. The two ends of the row, $m_2=l$ and $m_2=l_1-l$, are exchanged by the swap and lie $2l-l_1$ steps apart. The sign is $(-1)^{l_1}=(-1)^L$. The argument applies to any pair of equal columns.

## The cubed overlap

Use (4) three times, with no conjugation, and apply (7):

$$K_3=\sum_{n_il_i}\Big[\sum_{m_i}W_{m_1m_2m_3}c^*_{n_1l_1m_1}c^*_{n_2l_2m_2}c^*_{n_3l_3m_3}\Big]\Big[\sum_{m_i'}W_{m_1'm_2'm_3'}c'_{n_1l_1m_1'}c'_{n_2l_2m_2'}c'_{n_3l_3m_3'}\Big].$$

Define the bispectrum

$$b_{n_1l_1\,n_2l_2\,n_3l_3}=\sum_{m_1m_2m_3}\begin{pmatrix}l_1&l_2&l_3\\ m_1&m_2&m_3\end{pmatrix}c_{n_1l_1m_1}c_{n_2l_2m_2}c_{n_3l_3m_3}.$$

Since $W$ is real the first bracket is $b^*$, and

$$K_3=\sum_{n_1n_2n_3}\sum_{l_1l_2l_3}b^*\,b' ,\tag{9}$$

where the sums run over all ordered triples and carry no further weight. Invariance of $b$ is $W^T\mathcal D=W^T$. Each vector is a feature of one environment, so $K_2(\rho,\rho)$ and $K_3(\rho,\rho)=\sum|b|^2$ are non-negative, and the normalised kernel $K_\nu(\rho,\rho')/\sqrt{K_\nu(\rho,\rho)K_\nu(\rho',\rho')}$ is at most 1 in magnitude wherever its denominator is non-zero. For a signed field $K_3(\rho,\rho)$ can vanish, as it does for $\rho=g(r)Y_{10}$.

The bispectrum can also be written with a Clebsch–Gordan coefficient, $B=\sum c^*_{n_3lm}\langle l_1m_1l_2m_2|lm\rangle c_{n_1l_1m_1}c_{n_2l_2m_2}$. The definition of $W$ with $m_3=-m$ gives $\langle l_1m_1l_2m_2|lm\rangle=(-1)^{l_1-l_2+m}\sqrt{2l+1}\,W_{m_1m_2,-m}$, and (1) supplies a second $(-1)^m$. Hence $B=(-1)^{l_1-l_2}\sqrt{2l+1}\,b$, and in this form $K_3=\sum B^*B'/(2l+1)$.

The components with $l_3=0$ repeat the power spectrum. There $l_1=l_2=l$ and $W_{m,-m,0}=\langle lm\,l,-m|00\rangle$. The condition $J_+W=0$ gives $A(m-1)W_{m-1,1-m,0}+A(-m)W_{m,-m,0}=0$ with $A(m-1)=A(-m)$, so the entries alternate with equal size. Normalisation and the convention that the $m=l$ entry is positive give $W_{m,-m,0}=(-1)^{l-m}/\sqrt{2l+1}$. With $(-1)^mc_{n_2l,-m}=c^*_{n_2lm}$ and real $p$,

$$b_{n_1l\,n_2l\,n_30}=(-1)^l\,p_{n_1n_2l}\,c_{n_300}.\tag{10}$$

## Mirror images

Conjugating $b$ with (1) gives the phase $(-1)^{m_1+m_2+m_3}=1$ and reverses all $m$; renaming them and using (8) gives $b^*=(-1)^Lb$. Components with even $L$ are real and those with odd $L$ are imaginary, so each term $b^*b'$ is real.

Inversion sends $\theta\to\pi-\theta$, $\varphi\to\varphi+\pi$, so $Y_{lm}\to(-1)^{l+m}(-1)^mY_{lm}$ and $c_{nlm}\to(-1)^lc_{nlm}$. Then $p\to(-1)^{2l}p=p$ and $b\to(-1)^Lb$. $K_2$ cannot tell an environment from its mirror image. $K_3$ can, provided the environment has a non-zero component with odd $L$. If $\bar\rho'$ is the inverted density and $K_3=K_3^{\rm even}+K_3^{\rm odd}$ is split by the parity of $L$,

$$K_3(\rho,\bar\rho')=K_3^{\rm even}-K_3^{\rm odd}.\tag{11}$$

Every improper operation is a rotation times the inversion, so the normalised average over O(3) is the mean of $K_3(\rho,\rho')$ and $K_3(\rho,\bar\rho')$, which is $K_3^{\rm even}$. For a quantity that is the same for mirror images, such as an energy from a parity-conserving Hamiltonian with no external field, this is the matching average, and the odd components are dropped.

Each of two conditions is sufficient for odd components to vanish. If $\rho$ is unchanged by some improper operation, then $b=(-1)^Lb$ and all odd components are zero; this covers one neighbour, and two neighbours, which share a mirror plane with the centre. If $(n_2,l_2)=(n_3,l_3)$, the product of coefficients is symmetric in $m_2\leftrightarrow m_3$ while $W$ for odd $L$ is antisymmetric, so that component is zero for any density.

These conditions are not the only ones, and a chiral environment can have no odd components at all. Put identical Gaussians at distance $d_1$ along $+x$ and $+y$, $d_2$ along $+z$ and $-x$, and $d_3$ along $-y$ and $-z$, with three different distances. No improper operation maps this environment onto itself. Its bispectrum is a sum over triples of neighbours, and a triple that lies in a plane with the centre adds nothing to the odd part. Neither does a triple along orthogonal directions with two equal distances, since the mirror that swaps those two neighbours fixes the third. Two triples remain, $(+x,+z,-y)$ and $(+y,-x,-z)$, each with distances $d_1,d_2,d_3$ along orthogonal directions. They are mirror images of each other, so their odd parts cancel.

The averaged square and cube of the overlap are now dot products of power spectra and of bispectra, and only the cube can distinguish mirror images, through components with odd $L$. What remains is to find the conditions under which these dot products fail, to derive the coefficients for Gaussian densities, and to check the formulas numerically.
